# Comment on the claim that every periodic potential changes the free bands: a program that tests the result

```python
"""
Result under test (atomic units): H = p^2/2 + V0 exp(iGx), period a = 2 pi/G,
has exactly the free Bloch energies (k+nG)^2/2, but at each free crossing
E_m = m^2 G^2/8 (m = 1, 2, ...) it has a 2x2 Jordan block with coupling
  beta_m = V0^m (2/G^2)^(m-1) / ((m-1)!)^2.
Symbols: k Bloch wavenumber, q = k+nG plane-wave wavenumber, V0 amplitude of
exp(iGx), W amplitude of an added exp(-iGx), Delta(E) trace of the one-period
transfer matrix. Real-space integration, diagonalization and matrix
exponentials are compared with the derived formulas.
"""
import numpy as np
import mpmath as mp
from math import factorial
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.special import jv, jvp, poch

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
FS = 1e-15 / const.physical_constants["atomic unit of time"][0]

a_angstrom, V0_ev, W_ev = 4.0, 2.0, 0.002
a = a_angstrom / BOHR
V0 = V0_ev / HARTREE
W = W_ev / HARTREE
G = 2 * np.pi / a


def crossing(m):
    return m**2 * G**2 / 8


def beta(m, amplitude):
    return amplitude**m * (2 / G**2)**(m - 1) / factorial(m - 1)**2


def transfer(E, harmonics, s_end=1.0):
    """Matrix carrying (psi, dpsi/ds) from s=0 to s_end, where s = x/a."""
    def rhs(s, y):
        V = sum(v * np.exp(2j * np.pi * n * s) for n, v in harmonics.items())
        return np.concatenate([y[2:], 2 * a**2 * (V - E) * y[:2]])
    start = np.array([1, 0, 0, 1], dtype=complex)
    sol = solve_ivp(rhs, (0, s_end), start, method="DOP853",
                    rtol=1e-11, atol=1e-12)
    assert sol.success
    return sol.y[:, -1].reshape(2, 2)


def plane_wave_matrix(q_values, forward, backward=0.0):
    size = len(q_values)
    return (np.diag(np.asarray(q_values)**2 / 2)
            + forward * np.eye(size, k=-1) + backward * np.eye(size, k=1))


one_way = {1: V0}
real_cosine = {1: V0 / 2, -1: V0 / 2}

print(f"period a = {a_angstrom:.1f} angstrom, V0 = {V0_ev:.1f} eV")
print(f"G = {G / BOHR:.5f} 1/angstrom")
print(f"kinetic scale G^2/2 = {G**2 / 2 * HARTREE:.4f} eV")

# Free discriminant, including energies off the real axis and below zero
for E_ev in (-1.0, 1.0, 4.0, 12.0, 3.0 + 1.0j):
    E = E_ev / HARTREE
    trace = np.trace(transfer(E, one_way))
    free = 2 * np.cos(a * np.sqrt(2 * E + 0j))
    assert abs(trace - free) < 1e-6
    if np.isreal(E_ev):
        print(f"E = {E_ev:.1f} eV: Delta integrated {trace.real:.6f}, "
              f"free {free.real:.6f}")

# Bessel solution, and its plane-wave series, against direct integration
q = 0.3 * G
nu = 2 * q / G
c = np.sqrt(8 * V0) / G
s_end = 0.4
z_end = c * np.exp(1j * np.pi * s_end)
initial = np.array([jv(nu, c), jvp(nu, c) * 1j * np.pi * c])
carried = transfer(q**2 / 2, one_way, s_end) @ initial
assert abs(carried[0] - jv(nu, z_end)) < 1e-8
coeffs = [(-2 * V0 / G**2)**n / (factorial(n) * poch(nu + 1, n))
          for n in range(15)]
series = [sum(cn * np.exp(1j * (q + n * G) * s * a)
              for n, cn in enumerate(coeffs)) for s in (0.0, s_end)]
assert abs(series[1] / series[0] - carried[0] / initial[0]) < 1e-8
print(f"Bloch state q = 0.3 G: c1/c0 = {coeffs[1]:.5f}, "
      f"c2/c0 = {coeffs[2]:.6f}")

# Jordan blocks: transfer matrix minus (-1)^m is nonzero but squares to zero
for m in (1, 2, 3):
    sign_identity = (-1)**m * np.eye(2)
    defect = transfer(crossing(m), one_way) - sign_identity
    free_defect = transfer(crossing(m), {}) - sign_identity
    assert np.linalg.norm(defect) > 1e-3
    assert np.linalg.norm(defect @ defect) < 1e-6
    assert np.linalg.norm(free_defect) < 1e-6
    print(f"m = {m}: E_m = {crossing(m) * HARTREE:.4f} eV, "
          f"beta_m = {beta(m, V0) * HARTREE:.5f} eV, "
          f"transfer defect norm = {np.linalg.norm(defect):.4f}")

# A tuned second harmonic removes the m = 2 block and keeps free energies
V2 = -2 * V0**2 / G**2
tuned = {1: V0, 2: V2}
tuned_defect = np.linalg.norm(transfer(crossing(2), tuned) - np.eye(2))
assert tuned_defect < 1e-6
E_test = 4.0 / HARTREE
assert abs(np.trace(transfer(E_test, tuned))
           - 2 * np.cos(a * np.sqrt(2 * E_test))) < 1e-6
print(f"second harmonic removing m = 2 block: V2 = {V2 * HARTREE:.5f} eV")
print(f"m = 2 defect norm below 1e-6 with V2: {tuned_defect < 1e-6}")

# Two Bloch eigenvectors merge as k approaches the first crossing
overlaps = []
for offset in (0.1, 0.01, 0.001):
    q_values = (-0.5 + offset + np.arange(-3, 8)) * G
    energies, vectors = np.linalg.eig(plane_wave_matrix(q_values, V0))
    pair = np.argsort(abs(energies - crossing(1)))[:2]
    u, v = vectors[:, pair[0]], vectors[:, pair[1]]
    overlaps.append(abs(np.vdot(u, v))
                    / (np.linalg.norm(u) * np.linalg.norm(v)))
    print(f"k offset {offset:.3f} G from crossing: "
          f"overlap of the two states = {overlaps[-1]:.6f}")
assert overlaps[0] < overlaps[1] < overlaps[2] and overlaps[2] > 0.999

# Linear growth in time from the generalized vector
t = 1.0 * FS
for m in (1, 2, 3):
    steps = np.arange(-2, m + 7)
    H = plane_wave_matrix((-m / 2 + steps) * G, V0)
    chi = np.zeros(len(steps), dtype=complex)
    for j in range(m):
        chi[j + 2] = ((2 * V0 / G**2)**j * factorial(m - 1 - j)
                      / (factorial(j) * factorial(m - 1)))
    # Components above +mG/2 cannot influence the tested amplitude.
    for time in (t, 2 * t):
        amplitude = (expm(-1j * H * time) @ chi)[m + 2]
        predicted = -1j * beta(m, V0) * time * np.exp(-1j * crossing(m) * time)
        assert abs(amplitude - predicted) < 1e-8
        if time == t:
            print(f"m = {m}: amplitude at +mG/2 after 1 fs = "
                  f"{abs(amplitude):.5f}")

# A backward harmonic W opens the gaps; high precision near the Jordan point
mp.mp.dps = 30
print(f"backward amplitude W = {W_ev:.3f} eV")
for m in (1, 2, 3):
    q_values = (-m / 2 + np.arange(-5, m + 6)) * G
    matrix = mp.matrix(len(q_values))
    for i in range(len(q_values)):
        matrix[i, i] = (mp.mpf(-m) / 2 + i - 5)**2 * mp.mpf(G)**2 / 2
        if i > 0:
            matrix[i, i - 1] = mp.mpf(V0)
            matrix[i - 1, i] = mp.mpf(W)
    levels = mp.eig(matrix, left=False, right=False)
    if isinstance(levels, tuple):
        levels = levels[0]
    near = sorted(levels, key=lambda e: abs(e - crossing(m)))[:2]
    gap = float(abs(near[0] - near[1]))
    leading = 2 * np.sqrt(beta(m, V0) * beta(m, W))
    # Neglected higher orders are relative corrections of order V0 W/(G^2/8)^2.
    assert abs(gap / leading - 1) < 1e-3
    print(f"m = {m}: gap with W = {gap * HARTREE:.5e} eV, "
          f"leading formula = {leading * HARTREE:.5e} eV")

# Only the product V0*W enters the spectrum
W_large = 0.5 / HARTREE
mean_amplitude = np.sqrt(V0 * W_large)
for E_ev in (1.5, 6.0):
    uneven = np.trace(transfer(E_ev / HARTREE, {1: V0, -1: W_large}))
    even = np.trace(transfer(E_ev / HARTREE,
                             {1: mean_amplitude, -1: mean_amplitude}))
    assert abs(uneven - even) < 1e-6
    assert abs(even - 2 * np.cos(a * np.sqrt(2 * E_ev / HARTREE))) > 1e-3

# Real control potential V0 cos(Gx)
n = np.arange(-10, 11)
centre = np.linalg.eigvalsh(plane_wave_matrix(n * G, V0 / 2, V0 / 2))
n_edge = np.arange(-10, 10)
edge = np.linalg.eigvalsh(plane_wave_matrix((n_edge + 0.5) * G, V0 / 2, V0 / 2))
trace_cos = np.trace(transfer(crossing(1), real_cosine)).real
assert centre[0] < 0
assert edge[0] < crossing(1) < edge[1] and abs(trace_cos) > 2
for level in (edge[0], edge[1]):
    assert abs(np.trace(transfer(level, real_cosine)) + 2) < 1e-6
print(f"V0 cos(Gx): lowest level = {centre[0] * HARTREE:.5f} eV")
print(f"V0 cos(Gx): first gap = {(edge[1] - edge[0]) * HARTREE:.5f} eV")
print(f"V0 cos(Gx): second gap = {(centre[2] - centre[1]) * HARTREE:.5f} eV")
print(f"V0 cos(Gx): Delta at E_1 = {trace_cos:.5f}")

print("checks complete")
```

Running it gives:

```
period a = 4.0 angstrom, V0 = 2.0 eV
G = 1.57080 1/angstrom
kinetic scale G^2/2 = 9.4008 eV
E = -1.0 eV: Delta integrated 7.891038, free 7.891038
E = 1.0 eV: Delta integrated -0.920844, free -0.920844
E = 4.0 eV: Delta integrated -1.152046, free -1.152046
E = 12.0 eV: Delta integrated 1.370742, free 1.370742
Bloch state q = 0.3 G: c1/c0 = -0.13297, c2/c0 = 0.005440
m = 1: E_m = 2.3502 eV, beta_m = 2.00000 eV, transfer defect norm = 1.1980
m = 2: E_m = 9.4008 eV, beta_m = 0.42550 eV, transfer defect norm = 0.3431
m = 3: E_m = 21.1517 eV, beta_m = 0.02263 eV, transfer defect norm = 0.0201
second harmonic removing m = 2 block: V2 = -0.42550 eV
m = 2 defect norm below 1e-6 with V2: True
k offset 0.100 G from crossing: overlap of the two states = 0.729914
k offset 0.010 G from crossing: overlap of the two states = 0.995657
k offset 0.001 G from crossing: overlap of the two states = 0.999956
m = 1: amplitude at +mG/2 after 1 fs = 3.03853
m = 2: amplitude at +mG/2 after 1 fs = 0.64644
m = 3: amplitude at +mG/2 after 1 fs = 0.03438
backward amplitude W = 0.002 eV
m = 1: gap with W = 1.26490e-01 eV, leading formula = 1.26491e-01 eV
m = 2: gap with W = 8.50927e-04 eV, leading formula = 8.50996e-04 eV
m = 3: gap with W = 1.43129e-06 eV, leading formula = 1.43131e-06 eV
V0 cos(Gx): lowest level = -0.20870 eV
V0 cos(Gx): first gap = 1.99436 eV
V0 cos(Gx): second gap = 0.20864 eV
V0 cos(Gx): Delta at E_1 = -2.44439
checks complete
```
